# Force noise on a single-channel barrier at zero temperature

## From reflected electrons to the noise formula

Suppose that $N$ electrons, each with momentum $p$ to the right, arrive one after another at a fixed barrier. Each is either transmitted or reflected. A transmitted electron leaves with the momentum it had and gives the barrier nothing. A reflected electron leaves with momentum $-p$, so the barrier receives $p-(-p)=2p$.

Let $y_i=1$ if electron $i$ is reflected and $y_i=0$ if it is transmitted, and let $R$ be the reflection probability. Since $y_i^2=y_i$, both averages $\langle y_i\rangle$ and $\langle y_i^2\rangle$ equal $R$, and the variance of $y_i$ is $R-R^2$. For independent trials the variances add. The transferred momentum $P=2p\sum_i y_i$ then has

$$
\langle P\rangle=2pNR,\qquad
\operatorname{var}P=4p^2N\,R(1-R).
$$

If $R=1$, the barrier is pushed by every electron, but by the same amount each time, and the variance is zero. If $R=0$, it is never pushed. Fluctuations need both outcomes to be possible.

This picture assumes a definite number of attempts. It leaves open whether a Fermi sea supplies them, at what rate, and what becomes of the electrons arriving from the other side. These questions are settled by a calculation with scattering states.

Consider non-interacting electrons of mass $m$ in one channel, with a rigid, motionless barrier $U(x)$ that differs from zero only for $|x|<\ell$. The barrier is repulsive and has no bound states. Scattering is elastic. The energy $E$ is the energy of motion along the channel, measured from the channel floor, which is first taken to be the same on both sides. Outside the barrier,

$$
k=\frac{\sqrt{2mE}}{\hbar},\qquad p=\hbar k,\qquad v=\frac{p}{m}.
$$

To find the force on the barrier, move it by a distance $X$. The potential energy of the electrons becomes $\sum_iU(x_i-X)$, and the force conjugate to $X$ is minus the derivative of the Hamiltonian:

$$
F=-\left.\frac{\partial H}{\partial X}\right|_{X=0}
=\sum_i U'(x_i).
$$

The sign is positive because differentiating $U(x-X)$ with respect to $X$ gives $-U'$. An electron on the left slope, where $U'>0$, pushes the barrier to the right, as it should.

A wave of unit amplitude coming from the left gives the state

$$
\chi_L=
\begin{cases}
e^{ikx}+r e^{-ikx}, & x<-\ell,\\
t e^{ikx}, & x>\ell,
\end{cases}
$$

and one coming from the right gives

$$
\chi_R=
\begin{cases}
t' e^{-ikx}, & x<-\ell,\\
e^{-ikx}+r' e^{ikx}, & x>\ell .
\end{cases}
$$

The reflection probability is $R=|r|^2$. The normalized states are $\varphi_{aE}=\chi_{aE}/\sqrt{hv}$, with $a=L,R$. The factor follows from the incident waves, for which

$$
\int e^{i(k'-k)x}\,dx=2\pi\delta(k-k')=2\pi\hbar v\,\delta(E-E')=hv\,\delta(E-E').
$$

It suffices to look at the incident waves, because a packet built from states of one kind was, long ago, a purely incoming packet in one lead. Time evolution preserves inner products, and early packets in different leads do not overlap. Hence $\langle\varphi_{aE}|\varphi_{bE'}\rangle=\delta_{ab}\delta(E-E')$.

Let $c_{aE}$ remove an electron from $\varphi_{aE}$. For one spin direction the force operator is

$$
F=\sum_{ab}\iint dE\,dE'\,F_{ab}(E,E')\,c^\dagger_{aE}c_{bE'},
$$

$$
F_{ab}(E,E')=\int\varphi_{aE}^*(x)\,U'(x)\,\varphi_{bE'}(x)\,dx .
$$

Noise at zero frequency will turn out to need the elements with $E=E'$. These can be found without knowing the wave function inside the barrier. For two solutions $\chi_1$, $\chi_2$ of the same energy define

$$
\Pi(x)=\frac{\hbar^2}{2m}\chi_1'^*\chi_2'+(E-U)\chi_1^*\chi_2 .
$$

The Schrödinger equation gives $(\hbar^2/2m)\chi''=(U-E)\chi$. Differentiating $\Pi$ and using this for both functions, one has

$$
\begin{aligned}
\Pi'&=(U-E)\left(\chi_1^*\chi_2'+\chi_1'^*\chi_2\right)\\
&\quad+(E-U)\left(\chi_1^*\chi_2\right)'-U'\chi_1^*\chi_2
=-U'\chi_1^*\chi_2 .
\end{aligned}
$$

The first two terms cancel because the first bracket is the derivative of $\chi_1^*\chi_2$. Integration across the barrier yields

$$
\int\chi_1^*U'\chi_2\,dx=\Pi(-\ell)-\Pi(\ell).
$$

This is the balance of momentum: what flows in at the left and does not flow out at the right has been given to the barrier. Momentum stored between the two planes does not appear, since between states of equal energy the time derivative of an operator has no matrix element.

Outside the barrier write $\chi_j=a_je^{ikx}+b_je^{-ikx}$. Then

$$
\begin{aligned}
\chi_1'^*\chi_2'&=k^2\big(a_1^*a_2+b_1^*b_2
-a_1^*b_2e^{-2ikx}-b_1^*a_2e^{2ikx}\big),\\
k^2\chi_1^*\chi_2&=k^2\big(a_1^*a_2+b_1^*b_2
+a_1^*b_2e^{-2ikx}+b_1^*a_2e^{2ikx}\big).
\end{aligned}
$$

Here $E-U=\hbar^2k^2/2m$, so $\Pi$ is $\hbar^2/2m$ times the sum of the two lines. The oscillating terms cancel, leaving

$$
\Pi=\frac{\hbar^2k^2}{m}(a_1^*a_2+b_1^*b_2)=pv\,(a_1^*a_2+b_1^*b_2).
$$

Both kinds of mover enter with a plus sign, because a left mover carries negative momentum in the negative direction. Dividing by the normalization $hv$ and multiplying by $h$,

$$
hF_{12}(E,E)=p\,(a_1^*a_2+b_1^*b_2)_{\rm left}
-p\,(a_1^*a_2+b_1^*b_2)_{\rm right}.
$$

The amplitudes $(a,b)$ of $\chi_L$ are $(1,r)$ on the left and $(t,0)$ on the right. Those of $\chi_R$ are $(0,t')$ on the left and $(r',1)$ on the right. Therefore

$$
\begin{aligned}
hF_{LL}&=p\,(1+|r|^2-|t|^2),\\
hF_{RR}&=p\,(|t'|^2-|r'|^2-1),\\
hF_{LR}&=p\,(r^*t'-t^*r').
\end{aligned}
$$

Conservation of probability relates these amplitudes. The quantity $J=\chi_1^*\chi_2'-\chi_1'^*\chi_2$ is constant, since

$$
J'=\chi_1^*\chi_2''-\chi_1''^*\chi_2
=\frac{2m}{\hbar^2}(U-E)(\chi_1^*\chi_2-\chi_1^*\chi_2)=0 .
$$

In the free regions its cross terms cancel and $J=2ik(a_1^*a_2-b_1^*b_2)$. Equating the left and right values for the three pairs of states gives

$$
1-|r|^2=|t|^2,\qquad |t'|^2=1-|r'|^2,\qquad
-r^*t'=t^*r' .
$$

Taking squared moduli in the last relation and using the first two,

$$
|r|^2(1-|r'|^2)=(1-|r|^2)|r'|^2,
$$

so $|r'|^2=|r|^2=R$, and both transmission probabilities are $1-R$. The force elements become

$$
hF_{LL}=2pR,\qquad hF_{RR}=-2pR,\qquad hF_{LR}=2p\,r^*t',
$$

$$
|hF_{LR}|^2=4p^2R(1-R).
$$

The diagonal elements are the average momentum transfers. The off-diagonal one exists when a state from the left and a state from the right overlap in the same lead after scattering, which takes both reflection and transmission.

A barrier $U=\lambda\delta(x)$ shows this with explicit amplitudes. It is the limit of a narrow barrier of fixed area $\lambda$. Continuity at the origin requires $1+r=t$. Integrating the Schrödinger equation across the origin requires

$$
ikt-ik(1-r)=\frac{2m\lambda}{\hbar^2}t\equiv2\eta kt,
\qquad \eta=\frac{m\lambda}{\hbar^2k}.
$$

Inserting $r=t-1$ gives $2t-2=-2i\eta t$, hence $t=1/(1+i\eta)$ and $r=-i\eta/(1+i\eta)$. By symmetry $t'=t$, and

$$
r^*t'=\frac{i\eta}{1-i\eta}\,\frac{1}{1+i\eta}
=\frac{i\eta}{1+\eta^2}.
$$

Its squared modulus is $\eta^2/(1+\eta^2)^2$. Since $R=\eta^2/(1+\eta^2)$ and $1-R=1/(1+\eta^2)$, this is $R(1-R)$. It tends to zero both for $\eta\to0$ and for $\eta\to\infty$.

For a smooth asymmetric barrier with $R=0.1063$, direct numerical integration of $\varphi_L^*U'\varphi_R$ gives $|hF_{LR}/\hbar|^2=31.9119\ \mathrm{nm^{-2}}$. The formula $4k^2R(1-R)$ gives the same six digits.

Now the noise. Let $\delta F=F-\langle F\rangle$. The one-sided spectral density, which integrates over positive frequencies to the variance, has the zero-frequency value

$$
S_F=2\int_{-\infty}^{\infty}dt\,\langle\delta F(t)\delta F(0)\rangle .
$$

Symmetrizing the product changes nothing here: in a steady state, exchanging the two operators amounts to replacing $t$ by $-t$, and the integral covers both signs.

Each reservoir fills the states it emits independently, with Fermi function $f_a(E)$:

$$
\langle c_{aE}^\dagger c_{bE'}\rangle=\delta_{ab}\delta(E-E')f_a(E).
$$

For a product $c_1^\dagger c_2c_3^\dagger c_4$ of such independent modes, an average survives if the modes pair as $1=2$, $3=4$ or as $1=4$, $2=3$. The first pairing is the product of mean values and is removed by subtracting $\langle F\rangle$. The second contributes $f_1(1-f_2)$. When all four modes coincide, the variance of an occupation number that is 0 or 1 is $f_1-f_1^2$, which is the same expression.

The operators evolve as $c_{aE}(t)=c_{aE}e^{-iEt/\hbar}$. With $F_{ba}(E',E)=F_{ab}(E,E')^*$, the correlation for one spin direction is

$$
\begin{aligned}
\langle\delta F(t)\delta F(0)\rangle
&=\sum_{ab}\iint dE\,dE'\,|F_{ab}(E,E')|^2\\
&\quad\times e^{i(E-E')t/\hbar}f_a(E)[1-f_b(E')].
\end{aligned}
$$

The time integral of the exponential is $2\pi\hbar\,\delta(E-E')=h\,\delta(E-E')$. This is why equal-energy elements suffice. The $g$ spin directions contribute independently, with $g=2$ for a spin-degenerate channel. Writing $h|F|^2=|hF|^2/h$,

$$
S_F=\frac{2g}{h}\int dE\sum_{ab}|hF_{ab}|^2f_a(1-f_b).
$$

Let the left reservoir have the higher chemical potential, $\mu_L-\mu_R=eV>0$, where $e$ is the elementary charge. At zero temperature every $f_a$ is 0 or 1, so the diagonal factors $f_a(1-f_a)$ vanish. The factor $f_R(1-f_L)$ vanishes too, since any state filled by the right reservoir has a filled partner of equal energy from the left. What remains is $f_L(1-f_R)$, equal to one for $\mu_R<E<\mu_L$:

$$
S_F=\frac{2g}{h}\int_{\mu_R}^{\mu_L}dE\,4p^2(E)R(E)[1-R(E)].
$$

If the bias is so small that $p$ and $R$ hardly change in this window, they may be taken at the Fermi energy, with $p=p_F$. The window has width $eV$, and

$$
S_F=\frac{2g}{h}(2p_F)^2R(1-R)\,eV
=\frac{16p_F^2}{h}R(1-R)\,eV\quad(g=2).
$$

The noise vanishes at $R=1$. Before the small-bias step, the integral shows that it also vanishes at any bias if reflection is perfect throughout the window.

## Limits of the result and a worked contact

The noise formula concerns the total electron force $F$ on a fixed barrier in one channel. The symbols are the bias $V$, the reflection probability $R$, the longitudinal momentum $p$ (equal to $p_F$ at the Fermi energy), the spin degeneracy $g$ and the Fermi functions $f_L,f_R$ of the reservoirs. States incident from left and right have the force elements

$$
hF_{LL}=2pR,\quad hF_{RR}=-2pR,\quad
|hF_{LR}|^2=4p^2R(1-R),
$$

and the one-sided noise density at zero frequency is

$$
S_F=\frac{2g}{h}\int dE\sum_{ab}|hF_{ab}|^2f_a(1-f_b).
$$

At zero temperature and small bias it becomes $S_F=(2g/h)(2p_F)^2R(1-R)eV$.

This agrees with counting reflected electrons. Over a long time $\tau$, the variance of the transferred momentum is $\tau\int\langle\delta F(t)\delta F(0)\rangle dt=\tau S_F/2$. Comparison with $4p_F^2NR(1-R)$ gives

$$
N=\frac{g\,eV}{h}\tau .
$$

The filled sea thus supplies attempts at the rate $geV/h$, and their number does not add noise of its own at this order in $\tau$. The time must be long compared with $h/eV$. Near perfect reflection it must be longer still, because a zero-temperature term that grows only as $\ln\tau$ can exceed the linear one while $(1-R)\,eV\tau/h$ is small. The force averaged over $\tau$ has variance $S_F/(2\tau)$.

The many-electron part of the argument can be tested without assuming energy-conserving matrix elements. On a finite chain, two leads were filled separately and joined through one barrier site, and the variance of the time-integrated force was followed. With hopping, $\hbar$ and spacing set to one, momentum is replaced by $\sin k$. The cold rates below are those with a bias of 0.4865 minus those without bias, for one spin direction, and are compared with $S_F/2$ from the energy integral.

| $R$ | chain | formula |
|---|---|---|
| 0.1751 | 0.03354 | 0.03357 |
| 0.5180 | 0.05773 | 0.05778 |
| 0.9992 | 0.00016 | 0.00019 |

The last pair differs by 0.00003 as printed, which is a visible part of so small a rate but less than 0.1% of the rate at $R=0.5180$. The collapse of the noise near perfect reflection is clear.

The mean force needs more care than the noise. With equal floors in the two leads,

$$
\langle F\rangle=\frac{g}{h}\int dE\,2pR\,(f_L-f_R)
\simeq\frac{g\,eV}{h}\,2p_FR .
$$

At $R=1$ this is largest, while the noise is zero. The mean, however, depends on how the potential drops. As a second simple case, let each floor follow the chemical potential of its own reservoir, so that the potential also drops by $eV$ across the barrier region. The kinetic energy at the Fermi level is then the same in both leads. How large the drop is in a real contact depends on screening, which is not treated here. Relative to two full, equal seas, the left lead lacks a fraction $1-R$ of its left movers in a window $eV$, and the right lead has the same number of extra right movers. The momentum flux is lowered by $gp_F(1-R)eV/h$ on the left and raised by that amount on the right. Inflow minus outflow is

$$
\langle F\rangle_{\rm drop}=-\frac{g\,eV}{h}\,2p_F(1-R).
$$

This counts the electron force on the whole potential, including the drop. It differs from the equal-floor value by $-2gp_FeV/h$ and vanishes at $R=1$. The net force on an atom would also include the direct force of the field on its ionic charge, which is not part of $F$.

The leading noise is not changed by the drop. If the momenta in the leads are $p_L$ and $p_R$, take $r,t,r',t'$ as ratios of outgoing to incident amplitude, with each amplitude first multiplied by the square root of the velocity in its own lead. Conservation of probability keeps the form $r^*t'=-t^*r'$, and momentum balance gives

$$
hF_{LR}=p_Lr^*t'-p_Rt^*r'=(p_L+p_R)\,r^*t' .
$$

Thus $(2p)^2$ is replaced by $(p_L+p_R)^2$, which tends to $(2p_F)^2$ for small bias. Perfect reflection still silences the noise.

Temperature changes the conclusion at $R=1$. Suppose that $p$ and $R$ vary little over the thermal window. Since $f(1-f)=-k_BT\,df/dE$,

$$
\int f_a(1-f_a)\,dE=k_BT .
$$

For the mixed terms put $A=f_L(1-f_R)$, $B=f_R(1-f_L)$ and $y=eV/k_BT$. Because $f/(1-f)=e^{(\mu-E)/k_BT}$, one has $A=e^yB$. Also $A-B=f_L-f_R$. Hence

$$
A+B=(f_L-f_R)\frac{e^y+1}{e^y-1}
=(f_L-f_R)\coth\frac{y}{2},
$$

and $\int(f_L-f_R)dE=eV$. Collecting the terms,

$$
S_F=\frac{8gp_F^2}{h}\left[2k_BT\,R^2+
R(1-R)eV\coth\frac{eV}{2k_BT}\right].
$$

At $R=1$ the bracket is $2k_BT$. Each electron still delivers $2p_F$, but the number arriving now fluctuates, because the reservoirs fill their states at random near the chemical potential. For $V\to0$, $eV\coth(eV/2k_BT)\to2k_BT$ and the bracket becomes $2k_BT\,R$. The chain shows the same survival: at $k_BT=0.1$ and $R=0.9992$ its variance rate under bias is 0.09309, equal to the finite-temperature energy integral at the printed precision.

Finite frequency has a similar effect. At angular frequency $\omega$, the two orderings of the symmetrized correlation require $E'=E+\hbar\omega$ and $E'=E-\hbar\omega$. At zero temperature, with $\hbar\omega<eV$, the first permits windows of width $\hbar\omega$ for $LL$ and for $RR$, and $eV+\hbar\omega$ for $LR$. The second permits $eV-\hbar\omega$ for $LR$. If the matrix elements vary slowly over $\hbar\omega$, the sum is

$$
4p_F^2\left[2R^2\hbar\omega+2R(1-R)eV\right].
$$

The prefactor is $g/h$, since each ordering enters with half the weight, so

$$
S_F(\omega)=\frac{8gp_F^2}{h}\left[R^2\hbar\omega+R(1-R)eV\right].
$$

For the symmetrized density, silence at perfect reflection therefore needs zero frequency as well as zero temperature. The term $R^2\hbar\omega$ comes only from the ordering $E'=E+\hbar\omega$, in which the electrons take energy from the barrier. The other ordering, in which they give energy to it, is proportional to $R(1-R)(eV-\hbar\omega)$ and still vanishes at $R=1$.

Nor does the factor $R(1-R)$ hold for each atom inside a composite barrier. Take two identical, mirror-symmetric scatterers, each with reflection probability $R_1$, tuned to a resonance at which the pair has $R=0$. Put the midpoint at $x=0$. Between them let $\chi_L$ have amplitudes $(A,B)$. Mirror symmetry gives $\chi_R$ the amplitudes $(B,A)$. Since $r=0$, the element for the left scatterer is

$$
hF^{(1)}_{LR}=-p\,(A^*B+B^*A)=-2p\,\mathrm{Re}(A^*B).
$$

At resonance a round trip between the scatterers has a real positive factor $R_1$. By symmetry each half of the trip contributes $\pm\sqrt{R_1}$, so $B=\pm\sqrt{R_1}A$. Unit transmitted flux requires $|A|^2(1-R_1)=1$. Thus

$$
|hF^{(1)}_{LR}|=\frac{2p\sqrt{R_1}}{1-R_1}.
$$

The second scatterer has the opposite element. The pair as a whole is quiet, while each member is shaken, for a bias well below the width of the resonance.

For a numerical case, consider a wire in the rough regime of a gold single-atom contact at helium temperature. The monovalent metal is relevant because its $s$-like electrons make a one-channel description sensible. Take a Fermi energy of 5.5 eV and a hard-wall radius of 0.30 nm, both rough values. The lowest transverse energy is 2.448 eV, and the second mode would open at 6.215 eV, so one mode is open. The energy along the wire is

$$
5.5-2.448=3.052\ \mathrm{eV}.
$$

This gives $k=8.950\ \mathrm{nm^{-1}}$ and $p_F=9.438\times10^{-25}\ \mathrm{kg\,m/s}$. The barrier is $U_0/\cosh^2(x/w)$ with chosen values $U_0=3.0$ eV and $w=0.1$ nm. Numerical solution of the Schrödinger equation gives $R=0.2709$. At a bias of 50 mV the attempt rate is $2eV/h=2.418\times10^{13}\ \mathrm{s^{-1}}$, and

$$
\begin{aligned}
S_F&=2(2.418\times10^{13})(1.888\times10^{-24})^2\\
&\quad\times(0.2709)(0.7291)\ \mathrm{N^2/Hz}\\
&=3.40\times10^{-35}\ \mathrm{N^2/Hz}
=34.0\ \mathrm{aN^2/Hz}.
\end{aligned}
$$

Averaged over 1 ns, the force has an rms fluctuation of $\sqrt{S_F/(2\times10^{-9}\,\mathrm{s})}=0.130$ pN. The mean is 12.4 pN with equal floors. With the full potential drop $eV$ included it is $12.36-45.64=-33.28$ pN, where 45.64 pN is $4p_FeV/h$.

Raising the barrier at fixed width, longitudinal energy and bias gives the following values, with the mean for equal floors.

| $U_0$ (eV) | $R$ | mean (pN) | $S_F$ (aN²/Hz) |
|---|---|---|---|
| 1 | 0.016 | 0.74 | 2.74 |
| 4 | 0.503 | 22.9 | 43.1 |
| 6 | 0.834 | 38.1 | 23.8 |
| 12 | 0.994 | 45.4 | 1.06 |
| 40 | 1.000 | 45.6 | 0.000087 |

The noise is greatest near $R=1/2$, where $R(1-R)$ has its maximum. In the last row $1-R=5.05\times10^{-7}$: the equal-floor push is almost at its limit, and the zero-temperature noise has nearly gone. The table holds for zero temperature. At 4.2 K the thermal term $2k_BT\,R^2$ leaves about 2.5 aN²/Hz in the last row and raises the 12 eV value from 1.06 to 3.5 aN²/Hz.

A clean gold single-atom contact transmits most electrons, so $R=0.27$ is higher than typical and stands for a contact with an added scatterer. For this $R$, the thermal formula at 4.2 K raises the noise by 0.5% relative to zero temperature. At 300 K it raises it by 72%, so the zero-temperature law fails for an interconnect in use. The current of 2.825 µA through the wire's cross-section is about $10^9\ \mathrm{A/cm^2}$, far above the rough $10^6\ \mathrm{A/cm^2}$ of an interconnect line. Where the voltage across one scatterer is much less than $2k_BT/e$, the equilibrium noise dominates in this model.

At a rough vibrational energy of 15 meV, the symmetrized noise is 11% above its zero-frequency value, while the ordering in which electrons give energy to the barrier is reduced by the factor $(eV-\hbar\omega)/eV=0.70$. At zero frequency, the finite bias with a drop of shape $\tanh(x/w)$ centred on the barrier changes the noise by only $-3\times10^{-5}$ relative to the leading law. Size and sign depend on the profile: centred drops of width 0.03 and 0.25 nm give $+2\times10^{-5}$ and $-6\times10^{-5}$, and a drop shifted off centre by 0.05 nm gives $+6\times10^{-3}$. Confinement matters far more: ignoring the transverse energy, with the barrier unchanged, lowers $R$ to 0.051 and the noise to 0.44 of its value. The rough radius matters as well: one mode is open only for radii between 0.20 and 0.32 nm, and within that range 0.25 nm gives $R=0.53$ and 27.8 aN²/Hz, while 0.22 nm gives $R=0.83$ and 7.6 aN²/Hz. The digits quoted belong to the model at 0.30 nm, not to gold. Widening leads, electron interactions, inelastic scattering and motion of the barrier are outside the model, and their effects are not sized here. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
asymmetric barrier: R = 0.1063
  |h F_LR/hbar|^2 by quadrature = 31.9119 nm^-2
  4 k^2 R(1-R)                  = 31.9119 nm^-2
lattice test (hopping = hbar = spacing = 1): bias = 0.4865
  R = 0.1751: variance rate cold 0.03354 (formula 0.03357),
      at kT = 0.1: 0.03684 (formula 0.03684)
  R = 0.5180: variance rate cold 0.05773 (formula 0.05778),
      at kT = 0.1: 0.08317 (formula 0.08317)
  R = 0.9992: variance rate cold 0.00016 (formula 0.00019),
      at kT = 0.1: 0.09309 (formula 0.09309)
Fermi energy = 5.5 eV, wire radius = 0.3 nm
transverse energy = 2.448 eV, second mode = 6.215 eV
longitudinal energy = 3.052 eV, k = 8.950 nm^-1
longitudinal momentum p = 9.4383e-25 kg m/s
barrier height = 3.0 eV, width parameter = 0.1 nm
bias = 50 mV, R = 0.2709, 1-R = 0.7291
attempt rate, both spins = 2.4180e+13 s^-1
current = 2.825 uA
mean force, flat floors = 12.364 pN
force noise S_F = 3.4033e-35 N^2/Hz = 34.033 aN^2/Hz
sqrt(S_F) = 5.834 aN/sqrt(Hz)
rms force averaged over 1 ns = 0.1304 pN
barrier height (eV), R, 1-R, mean force (pN), S_F (aN^2/Hz):
     1  0.01616  9.838e-01  0.737  2.7389e+00
     3  0.27088  7.291e-01  12.364  3.4033e+01
     4  0.50263  4.974e-01  22.942  4.3078e+01
     6  0.83442  1.656e-01  38.086  2.3808e+01
    12  0.99384  6.162e-03  45.362  1.0554e+00
    40  1.00000  5.050e-07  45.643  8.7026e-05
noise at 4.2 K / zero-temperature noise = 1.0054
noise at 300.0 K / zero-temperature noise = 1.7221
relative finite-bias correction at 50 mV = -2.98e-05
noise at 15 meV / zero-frequency noise = 1.1115
  slowly varying matrix-element estimate = 1.1115
without transverse energy: R = 0.0511, noise ratio = 0.4422
```
